# The Gordon identity and g = 2 for a minimally coupled electron

The Dirac Hamiltonian couples an electron to a vector potential through $c\,\boldsymbol\alpha\cdot\mathbf A$, an expression that contains neither a momentum nor a magnetic moment. Suppose one guesses that the current between momenta $\mathbf p$ and $\mathbf p'$ is the mean velocity $(\mathbf p+\mathbf p')/2m$, as for a slow particle without spin. For $\mathbf p'=-\mathbf p$ this guess gives no current and no scattering to first order in a magnetic field. The Dirac current gives a nonzero amplitude there, between states whose spin along the axis of $\mathbf p$ is reversed. The guess has lost the whole spin coupling, and with it the value of $g$. The Gordon identity supplies the missing term.

## Conventions and theorem

Atomic units are used in the algebra: $\hbar=m=e=1$, while $c$ is kept. The free Hamiltonian is $H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, with

$$
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\boldsymbol\Sigma=\begin{pmatrix}\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix}.
$$

Put $\gamma^0=\beta$ and $\gamma^i=\beta\alpha^i$. The metric is $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$, so that $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$. Further,

$$
\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu],\qquad p^\mu=(E/c,\mathbf p),\qquad q=p'-p,\qquad \bar u=u^\dagger\gamma^0 .
$$

**Theorem.** Let $u$ and $u'$ be positive-energy solutions of the free Dirac equation with momenta $p$ and $p'$ and the same mass.

(a) For every $\mu$ and all spin states,

$$
\bar u'\gamma^\mu u=\frac1{2c}\,\bar u'\left[(p+p')^\mu+i\sigma^{\mu\nu}q_\nu\right]u .
$$

(b) If the electron, of charge $-1$, is coupled minimally to a static magnetic field, $H=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2$, then to first order in the field and leading order in $p/c$ the second term of (a) is the coupling $\tfrac g2\,\mathbf S\cdot\mathbf B$ with $g=2$.

With the mass restored the prefactor is $1/(2mc)$; in units with $c=1$ it is $1/(2m)$. The first term is called the convection term and the second the spin term.

## Two lemmas

**Lemma 1 (the equations of motion).** $\slashed p\,u=c\,u$ and $\bar u'\slashed p'=c\,\bar u'$, where $\slashed p=\gamma^\mu p_\mu$.

*Proof.* Multiply $(c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)u=Eu$ from the left by $\beta/c$. Since $\beta^2=1$, this gives $\boldsymbol\gamma\cdot\mathbf p\,u+c\,u=(E/c)\gamma^0u$. Lowering the spatial index changes its sign, so $\slashed p=\gamma^0E/c-\boldsymbol\gamma\cdot\mathbf p$, and the first claim follows.

For the second, take the Hermitian conjugate of $\slashed p'u'=c\,u'$. The momenta are real and $\gamma^{\mu\dagger}=\gamma^0\gamma^\mu\gamma^0$, hence $u'^\dagger\gamma^0\slashed p'\gamma^0=c\,u'^\dagger$. Multiplication from the right by $\gamma^0$ gives the result. ∎

**Lemma 2 (products of matrices).** $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$, and $\sigma^{ij}=\varepsilon^{ijk}\Sigma^k$.

*Proof.* A product is half its anticommutator plus half its commutator. The first half is $g^{\mu\nu}$. The definition of $\sigma^{\mu\nu}$ gives $[\gamma^\mu,\gamma^\nu]=-2i\sigma^{\mu\nu}$, so the second half is $-i\sigma^{\mu\nu}$.

For spatial indices, $\alpha^i\beta=-\beta\alpha^i$ gives $\gamma^i\gamma^j=\beta\alpha^i\beta\alpha^j=-\alpha^i\alpha^j$. The Pauli matrices obey $\sigma^i\sigma^j=\delta^{ij}+i\varepsilon^{ijk}\sigma^k$, so $\alpha^i\alpha^j=\delta^{ij}+i\varepsilon^{ijk}\Sigma^k$. The commutator is therefore $[\gamma^i,\gamma^j]=-2i\varepsilon^{ijk}\Sigma^k$, and multiplication by $i/2$ gives $\varepsilon^{ijk}\Sigma^k$. ∎

## Proof of part (a)

Lemma 1 lets a factor $c$ be replaced by $\slashed p'$ next to $\bar u'$, or by $\slashed p$ next to $u$. Using each replacement once,

$$
2c\,\bar u'\gamma^\mu u=\bar u'\left(\slashed p'\gamma^\mu+\gamma^\mu\slashed p\right)u .
$$

Lemma 2 and the antisymmetry $\sigma^{\nu\mu}=-\sigma^{\mu\nu}$ give

$$
\slashed p'\gamma^\mu=p'_\nu\left(g^{\nu\mu}-i\sigma^{\nu\mu}\right)=p'^\mu+i\sigma^{\mu\nu}p'_\nu,
$$

$$
\gamma^\mu\slashed p=p_\nu\left(g^{\mu\nu}-i\sigma^{\mu\nu}\right)=p^\mu-i\sigma^{\mu\nu}p_\nu .
$$

The opposite signs come from the opposite order of the matrices. The momenta therefore add in the first term and subtract in the second:

$$
2c\,\bar u'\gamma^\mu u=\bar u'\left[(p+p')^\mu+i\sigma^{\mu\nu}(p'-p)_\nu\right]u .
$$

Division by $2c$ proves (a). ∎

**Remark 1 (where it fails).** Both equations of motion were used. If $u$ is replaced by an arbitrary four-component column, the first step is no longer allowed. The numerical check confirms that the identity then fails in the cases tried, as it does when the sign of $q$ is reversed.

**Remark 2 (conservation).** Each term is conserved by itself. On shell, $p^2=E^2/c^2-\mathbf p^2=c^2$, and likewise for $p'$, so $q\cdot(p+p')=p'^2-p^2=0$. In the spin term, $\sigma^{\mu\nu}q_\mu q_\nu=0$ because an antisymmetric array is contracted with a symmetric one. Conservation alone thus does not fix the relative weight of the two terms.

## Proof of part (b)

**The coupling.** The field enters through $V=c\,\boldsymbol\alpha\cdot\mathbf A(\mathbf r)$. Take plane waves $u\,e^{i\mathbf p\cdot\mathbf r}/\sqrt\Omega$ in a volume $\Omega$, with $u^\dagger u=1$, and define $\tilde{\mathbf A}(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\mathbf A(\mathbf r)\,d^3r$. Since $\bar u'\gamma^i=u'^\dagger\beta\beta\alpha^i=u'^\dagger\alpha^i$,

$$
\langle\mathbf p'|V|\mathbf p\rangle=\frac{M}{\Omega},\qquad M=c\,\bar u'\gamma^iu\,\tilde A^i .
$$

A static field transfers no energy in first-order scattering. Hence $E'=E$, $|\mathbf p'|=|\mathbf p|$ and $q^0=0$.

**The spin term.** Insert the second term of (a). The factor $c$ cancels the $c$ in $1/(2c)$. The lower component is $q_j=-q^j$, and Lemma 2 gives $\sigma^{ij}$, so

$$
M_{\rm spin}=\frac i2\,\bar u'\sigma^{ij}u\,q_j\tilde A^i
=-\frac i2\,\varepsilon^{ijk}\tilde A^iq^j\,\bar u'\Sigma^ku
=\frac i2\,(\mathbf q\times\tilde{\mathbf A})\cdot\bar u'\boldsymbol\Sigma u .
$$

The last step uses $\tilde{\mathbf A}\times\mathbf q=-\mathbf q\times\tilde{\mathbf A}$. In the inverse transform each component varies as $e^{i\mathbf q\cdot\mathbf r}$, so $\mathbf B=\nabla\times\mathbf A$ becomes $\tilde{\mathbf B}=i\mathbf q\times\tilde{\mathbf A}$. Therefore

$$
M_{\rm spin}=\tfrac12\,\tilde{\mathbf B}\cdot\bar u'\boldsymbol\Sigma u .
$$

**The spinors.** Write $u$ with upper part $N\chi$, where $\chi^\dagger\chi=1$, and lower part $\eta$. The lower row of the Dirac equation is $c\,\boldsymbol\sigma\cdot\mathbf p\,N\chi-c^2\eta=E\eta$, hence

$$
u=N\begin{pmatrix}\chi\\ \kappa\,\boldsymbol\sigma\cdot\mathbf p\,\chi\end{pmatrix},\qquad
\kappa=\frac c{E+c^2},\qquad N^2=\frac{E+c^2}{2E}.
$$

The normalization follows from $N^2(1+\kappa^2\mathbf p^2)=1$ and $c^2\mathbf p^2=(E-c^2)(E+c^2)$, which make the bracket equal to $2E/(E+c^2)$. In the estimates $p/c$ and $p^2/c^2$, $p$ stands for $|\mathbf p|$, not for the four-vector. Since $E'=E$, the same $N$ and $\kappa$ belong to $u'$.

**Low momentum.** The matrix $\beta$ in $\bar u'$ reverses the sign of the lower contribution:

$$
\bar u'\boldsymbol\Sigma u=N^2\chi'^\dagger\left[\boldsymbol\sigma-\kappa^2(\boldsymbol\sigma\cdot\mathbf p')\,\boldsymbol\sigma\,(\boldsymbol\sigma\cdot\mathbf p)\right]\chi
=\chi'^\dagger\boldsymbol\sigma\chi+O(p^2/c^2).
$$

With $\mathbf S=\boldsymbol\sigma/2$, the spin term becomes $M_{\rm spin}\to\chi'^\dagger\mathbf S\chi\cdot\tilde{\mathbf B}$. These are the matrix elements of the local operator $\mathbf S\cdot\mathbf B(\mathbf r)$ between plane waves of equal energy, the case treated here.

The $g$ factor is defined by the energy $\tfrac g2\,\mathbf S\cdot\mathbf B$, because the Bohr magneton is $\tfrac12$ in these units. The sign is positive because the electron's moment is opposite to its spin. Comparison gives $g=2$.

It remains to show that the convection term adds no spin coupling at this order. That term contains $\bar u'u$, and $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, so

$$
\bar u'u=\chi'^\dagger\left[\frac{E+c^2}{2E}-\frac{c^2\left(\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)\right)}{2E(E+c^2)}\right]\chi .
$$

Because $\mathbf p'\times\mathbf p=\mathbf q\times\mathbf p$, its spin-dependent part is linear in $q$, just as the spin term is. A small $q$ would therefore not justify dropping it. It may be dropped because, after multiplication by $(\mathbf p+\mathbf p')/(2c)$, it is smaller than the spin term by a factor of order $p^2/c^2$. This completes (b). ∎

**Remark 3 (the orbital factor).** At low momentum $\bar u'u\to\chi'^\dagger\chi$, and the convection term becomes $\tfrac12(\mathbf p+\mathbf p')\cdot\tilde{\mathbf A}\,\chi'^\dagger\chi$. This is the matrix element of $\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)$. For a uniform field choose $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Its divergence vanishes, so the two orderings agree and the operator is $\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L$. The linear coupling is thus $\tfrac12(\mathbf L+2\mathbf S)\cdot\mathbf B$: spin couples twice as strongly as orbital angular momentum.

**Remark 4 (what fixes $g$).** Part (a) is a property of free spinors and knows nothing of a field. The value of $g$ comes from combining it with the vertex $\gamma^\mu$ of minimal coupling. Suppose the vertex is instead $\gamma^\mu+a\,i\sigma^{\mu\nu}q_\nu/(2c)$, with a constant $a$. The extra piece is $a$ times the spin term, so $g=2(1+a)$ at low momentum. For $a\neq0$ the ratio of spin to orbital coupling is not constant at higher momentum; it grows with speed and depends on the scattering angle. In a magnetic field this Pauli term adds $\tfrac a2\,\beta\boldsymbol\Sigma\cdot\mathbf B$ to the Hamiltonian. Radiative corrections are not included here.

## The elastic current at any speed

**Proposition.** For $E'=E$ and the spinors above,

$$
u'^\dagger\boldsymbol\alpha u=\frac c{2E}\,\chi'^\dagger\left[\mathbf p+\mathbf p'+i\boldsymbol\sigma\times\mathbf q\right]\chi .
$$

*Proof.* The matrix $\alpha^i$ joins upper to lower parts, and $N^2\kappa=c/(2E)$. Hence

$$
u'^\dagger\alpha^iu=\frac c{2E}\,\chi'^\dagger\left[\sigma^i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma^i\right]\chi .
$$

The Pauli product rule gives $\sigma^i\,\boldsymbol\sigma\cdot\mathbf p=p^i+i(\mathbf p\times\boldsymbol\sigma)^i$. In the other order it gives $\boldsymbol\sigma\cdot\mathbf p'\,\sigma^i=p'^i-i(\mathbf p'\times\boldsymbol\sigma)^i$. The sum is $(p+p')^i-i(\mathbf q\times\boldsymbol\sigma)^i$, and $-\mathbf q\times\boldsymbol\sigma=\boldsymbol\sigma\times\mathbf q$. ∎

Contract with $c\tilde{\mathbf A}$ and use $(\boldsymbol\sigma\times\mathbf q)\cdot\tilde{\mathbf A}=\boldsymbol\sigma\cdot(\mathbf q\times\tilde{\mathbf A})$:

$$
M=\frac{c^2}{E}\,\chi'^\dagger\left[\tfrac12(\mathbf p+\mathbf p')\cdot\tilde{\mathbf A}+\mathbf S\cdot\tilde{\mathbf B}\right]\chi .
$$

To first order in a static field, the ratio of spin to orbital coupling therefore corresponds to $g=2$ at every speed, with spin described by $\chi$. Both couplings carry the factor $c^2/E$.

The two Gordon terms do not separately coincide with the two terms of this formula, since each contains both spin-dependent and spin-independent parts. The case $\mathbf p'=-\mathbf p$ is simpler: the convection term vanishes, and the spin term alone gives $M=(c^2/E)\,\chi'^\dagger\mathbf S\chi\cdot\tilde{\mathbf B}$. Written in the form $\tfrac g2\,\mathbf S\cdot\tilde{\mathbf B}$, this has the coefficient $2c^2/E$ in the place of $g$. It tends to 2 at low momentum. At higher momentum its decrease is the common factor $c^2/E$, not a change in the ratio.

## Worked example: one free electron

**Scattering through 60 degrees.** Let $|\mathbf p|=|\mathbf p'|=k$. Put $x$ along $\mathbf p+\mathbf p'$ and $y$ along $\mathbf q$, so that $(\mathbf p+\mathbf p')_x=\sqrt3\,k$ and $q_y=k$. For spin up along $z$ before and after, $(\boldsymbol\sigma\times\mathbf q)_x\to-k$. The proposition gives

$$
u'^\dagger\alpha_xu=\frac{ck}{2E}\,(\sqrt3-i).
$$

At $k=100$ Å$^{-1}$ the kinetic energy is $T=36776$ eV and the rest energy is $510999$ eV, so $E=547775$ eV. Then $ck=\sqrt{T(T+2c^2)}=\sqrt{36776\times1058774}\approx197326$ eV and $ck/(2E)=0.1801$. The current is $0.3120-0.1801\,i$ in units of $c$, as the numerical spinors also give. Its Gordon terms are

$$
\underbrace{0.3176+0.0097\,i}_{\text{convection}}\;+\;\underbrace{(-0.0056-0.1898\,i)}_{\text{spin}}=0.3120-0.1801\,i .
$$

The imaginary parts are the spin-dependent ones here, and the convection term carries some of them. Its share follows from the formula for $\bar u'u$. With $(\mathbf p'\times\mathbf p)_z=-\tfrac{\sqrt3}2k^2$, the spin-dependent part of the convection term for spin up is

$$
\frac{\sqrt3\,k}{2c}\cdot\frac{i\,c^2\,\tfrac{\sqrt3}2k^2}{2E(E+c^2)}=\frac{3i\,c\,k^3}{8E(E+c^2)} .
$$

Dividing by the full spin-dependent part $-ick/(2E)$, and using $k^2/(E+c^2)=T/c^2$, gives

$$
-\frac34\,\frac{k^2}{E+c^2}=-\frac34\,\frac{T}{c^2}=-\frac34\times\frac{36776}{510999}=-0.0540 .
$$

At this speed and angle, and for this component of the current, the spin term alone would therefore overstate the spin coupling by 5.4 percent of its full value. For a scattering angle $\theta$ the same steps give the share $-(T/c^2)\cos^2(\theta/2)$, which is largest in size at small angles and vanishes for $\mathbf p'=-\mathbf p$. The component normal to the scattering plane has no convection term. At $k=1$ Å$^{-1}$, where $T=3.81$ eV, the same formula gives $-5.6\times10^{-6}$, and the spin dependence may safely be read from the spin term.

For $\mathbf p'=-\mathbf p$ the coefficient $2c^2/E$ is $1.999985$ at $1$ Å$^{-1}$ and $2\times510999/547775=1.8657$ at $100$ Å$^{-1}$.

**Levels in a uniform field.** The spectrum gives $g$ without plane waves. Let $\mathbf B$ point along $z$, let $p_z=0$, and put $\boldsymbol\pi=\mathbf p+\mathbf A$. Then $[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB$, and

$$
(\boldsymbol\alpha\cdot\boldsymbol\pi)^2=\pi_x^2+\pi_y^2+i\Sigma_z[\pi_x,\pi_y]=\pi_x^2+\pi_y^2+B\Sigma_z .
$$

The commutator makes $\pi_x^2+\pi_y^2$ an oscillator with eigenvalues $(2n+1)B$, $n=0,1,2,\dots$ Because $\beta$ anticommutes with $\boldsymbol\alpha$, the cross terms in $H^2$ cancel. For an upper component of spin $s=\pm1$,

$$
E^2=c^4+c^2B(2n+1+s),\qquad E-c^2\approx B\left(n+\tfrac12\right)+\tfrac s2B .
$$

The approximation holds for $B(2n+1+s)\ll c^2$. The definition of $g$ gives a spin energy $\tfrac g4sB$, so again $g=2$. The lowest spin-up level ($n=0$) coincides with the second spin-down level ($n=1$).

A Pauli term adds $\tfrac a2B\,\beta\Sigma_z$. Both $\alpha_x$ and $\alpha_y$ anticommute with $\beta$ and with $\Sigma_z$, so $\beta\Sigma_z$ commutes with $H$. Its value is $s$, the spin of the upper component, and each level shifts by $\tfrac a2sB$. The two coincident levels separate by $aB$.

Take a magnetic length $\ell=100$ Å, where $B=1/\ell^2$ in atomic units. The kinetic energy of $3.81$ eV at $1$ Å$^{-1}$ is $\hbar^2k^2/(2m)$ to the digits shown, so $\hbar^2/m=7.62$ eV Å$^2$. The predicted splitting between the lowest levels of the two spins is

$$
\frac{\hbar^2}{m\ell^2}=\frac{7.62}{100^2}\ \text{eV}=7.62\times10^{-4}\ \text{eV},
$$

or $2.80\times10^{-5}$ hartree. Diagonalization of the Dirac Hamiltonian gives this splitting and $g=2.0000$, with the second spin-down level equal to the lowest spin-up level at the printed precision.

With $a=0.1$ the splitting rises to $8.38\times10^{-4}$ eV, which is $1.1$ times the former value, and $g=2.2000$. The formerly coincident levels lie at $8.001\times10^{-4}$ and $7.239\times10^{-4}$ eV. Their distance, $7.62\times10^{-5}$ eV, is the predicted $aB$. The coincidence of levels thus belongs to minimal coupling, in agreement with Remark 4.

## Table of computed values

```
Free electron; currents are in units of c (no dimension)
rest energy: 510999.0 eV
speed of light: 137.0360 atomic units
largest error of identity, 20 random pairs: 1.1e-15
scattering angle: 60 degrees
component along p+p' (x), q along y, spin up to spin up
-- wave number: 1 1/angstrom
momentum transfer q: 1.0000 1/angstrom
kinetic energy: 3.81 eV
full current: 3.3442e-03 -1.9308e-03 i
convection term: 3.3442e-03 +1.0797e-08 i
spin term: -6.2335e-09 -1.9308e-03 i
convection share of spin-dependent part: -5.592e-06
g from spin/orbital ratio of full current: 2.000000
-- wave number: 100 1/angstrom
momentum transfer q: 100.0000 1/angstrom
kinetic energy: 36776 eV
full current: 3.1197e-01 -1.8012e-01 i
convection term: 3.1758e-01 +9.7222e-03 i
spin term: -5.6131e-03 -1.8984e-01 i
convection share of spin-dependent part: -5.398e-02
g from spin/orbital ratio of full current: 2.000000
-- frame p' = -p: coefficient g read from spin term alone
|p| = 1 1/angstrom: 1.999985
|p| = 10 1/angstrom: 1.998510
|p| = 100 1/angstrom: 1.865724
-- uniform field, levels measured from the rest energy
magnetic length: 100 angstrom
Pauli strength a: 0.0
lowest spin-down level: 0.0000000 eV
lowest spin-up level: 0.0007620 eV
second spin-down level: 0.0007620 eV
spin splitting: 7.6200e-04 eV
same splitting: 2.8003e-05 hartree
g from spectrum: 2.0000
Pauli strength a: 0.1
lowest spin-down level: -0.0000381 eV
lowest spin-up level: 0.0008001 eV
second spin-down level: 0.0007239 eV
spin splitting: 8.3820e-04 eV
g from spectrum: 2.2000
```
